# Fine structure and Stark response of a D3d group-IV vacancy centre: test program

```python
# Result under test: a D3d centre with an orbital doublet and spin 1/2 has two
# Kramers doublets per manifold, split by sqrt(lam^2 + 4(a^2 + b^2)), where lam
# is the spin-orbit splitting and a, b are the strain terms a*tau_z + b*tau_x.
# Inversion symmetry removes the linear Stark shift; a quadratic one remains.
# Model: six dangling orbitals on two triangles at z = +height and z = -height,
# hopping decaying exponentially with distance. Energies in eV, lengths in nm,
# fields in V/nm, so that (elementary charge)*field*length is directly in eV.
import numpy as np
from scipy.constants import e as q_e, h as planck

rng = np.random.default_rng(7)
radius, height = 0.15, 0.13
hop_scale, hop_ref, decay = 3.0, 0.25, 0.05
lam_g, lam_u = 0.002, 0.006
GHZ_PER_EV = q_e / planck / 1e9

I2 = np.eye(2)
X = np.array([[0, 1], [1, 0]], complex)
Y = np.array([[0, -1j], [1j, 0]])
Z = np.diag([1.0, -1.0]).astype(complex)

theta = 2 * np.pi * np.arange(3) / 3
upper = np.column_stack([radius * np.cos(theta), radius * np.sin(theta),
                         np.full(3, height)])
sites = np.vstack([upper, -upper])     # site j+3 is the antipode of site j


def hopping(strain):
    """Hopping matrix after the uniform deformation r -> (1 + strain) r."""
    pos = sites @ (np.eye(3) + strain).T
    dist = np.linalg.norm(pos[:, None] - pos[None, :], axis=2)
    mat = -hop_scale * np.exp(-(dist - hop_ref) / decay)
    np.fill_diagonal(mat, 0.0)
    return mat


def tensor(xx=0.0, yy=0.0, zz=0.0, xy=0.0, xz=0.0, yz=0.0):
    return np.array([[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])


trig = np.column_stack([np.cos(theta), np.sin(theta)]) / np.sqrt(3)
B_g = np.vstack([trig, trig])          # even doublet (e_x, e_y)
B_u = np.vstack([trig, -trig])         # odd doublet (e_x, e_y)

# --- Orbital levels of the undistorted centre
H0 = hopping(tensor())
t_s, t_a, t_n = H0[0, 1], H0[0, 3], H0[0, 4]
E_a1g = 2 * t_s + t_a + 2 * t_n
E_a2u = 2 * t_s - t_a - 2 * t_n
E_eg = -t_s + t_a - t_n
E_eu = -t_s - t_a + t_n
formula_levels = np.sort([E_a1g, E_a2u, E_eu, E_eu, E_eg, E_eg])
assert np.allclose(np.linalg.eigvalsh(H0), formula_levels, atol=1e-11)
assert np.linalg.norm(H0 @ B_g - E_eg * B_g) < 1e-11
assert np.linalg.norm(H0 @ B_u - E_eu * B_u) < 1e-11
assert E_a1g < E_a2u < E_eu < E_eg
gap = E_eg - E_eu

# --- Symmetry-allowed spin-orbit coupling: average a random operator over D3d
c3 = np.array([[-0.5, -np.sqrt(3) / 2, 0], [np.sqrt(3) / 2, -0.5, 0], [0, 0, 1]])
spin_c3 = np.diag([np.exp(-1j * np.pi / 3), np.exp(1j * np.pi / 3)])
mirror, spin_mirror = np.diag([1.0, -1.0, 1.0]), -1j * Y
group = []
for n in range(3):
    for m in range(2):
        for parity in (1, -1):
            rot = parity * np.linalg.matrix_power(c3, n) @ np.linalg.matrix_power(mirror, m)
            moved = sites @ rot.T
            perm = (np.linalg.norm(sites[:, None] - moved[None, :], axis=2)
                    < 1e-9).astype(float)
            assert np.allclose(perm.sum(axis=0), 1)
            spin = (np.linalg.matrix_power(spin_c3, n)
                    @ np.linalg.matrix_power(spin_mirror, m))
            group.append(np.kron(perm, spin))


def time_reversed(op):
    flip = np.kron(np.eye(op.shape[0] // 2), 1j * Y)
    return flip @ op.conj() @ flip.conj().T


def random_hermitian(size):
    mat = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (mat + mat.conj().T) / 2


def doublet_block(op, basis):
    full = np.kron(basis, I2)
    return full.conj().T @ op @ full


def soc_strength_and_rest(block):
    lam = 2 * np.trace(block @ np.kron(Y, Z)).real / 4
    rest = block - np.trace(block) / 4 * np.eye(4) - lam / 2 * np.kron(Y, Z)
    return lam, np.linalg.norm(rest)


raw = random_hermitian(12)
only_D3d = sum(g @ raw @ g.conj().T for g in group) / len(group)
invariant = (only_D3d + time_reversed(only_D3d)) / 2
for basis in (B_g, B_u):
    lam_test, rest = soc_strength_and_rest(doublet_block(invariant, basis))
    assert rest < 1e-12 and abs(lam_test) > 1e-5
# Without time reversal a further invariant survives.
assert soc_strength_and_rest(doublet_block(only_D3d, B_g))[1] > 1e-4

# --- Time reversal alone leaves six operators; splitting for any spin axis
allowed = [np.eye(4), np.kron(Z, I2), np.kron(X, I2),
           np.kron(Y, X), np.kron(Y, Y), np.kron(Y, Z)]
for _ in range(5):
    op = random_hermitian(4)
    op = (op + time_reversed(op)) / 2
    c = np.array([np.trace(op @ k).real / 4 for k in allowed])
    assert np.allclose(op, sum(ci * k for ci, k in zip(c, allowed)), atol=1e-12)
    ev = np.linalg.eigvalsh(op)
    lam_length = 2 * np.linalg.norm(c[3:])
    split = np.sqrt(lam_length**2 + 4 * (c[1]**2 + c[2]**2))
    assert np.allclose([ev[1] - ev[0], ev[3] - ev[2]], 0, atol=1e-12)
    assert abs(ev[3] - ev[0] - split) < 1e-12


# --- Strain couplings by finite differences, then the general strain tensor
def strain_derivative(strain, basis, step=1e-5):
    diff = hopping(step * strain) - hopping(-step * strain)
    return basis.T @ diff @ basis / (2 * step)


def couplings(basis):
    m_xx = strain_derivative(tensor(xx=1), basis)
    m_zz = strain_derivative(tensor(zz=1), basis)
    m_xz = strain_derivative(tensor(xz=1), basis)
    return dict(s_perp=np.trace(m_xx) / 2, s_par=np.trace(m_zz) / 2,
                d=(m_xx[0, 0] - m_xx[1, 1]) / 2, f=(m_xz[0, 0] - m_xz[1, 1]) / 2)


def strain_terms(k, s):
    shift = k["s_perp"] * (s[0, 0] + s[1, 1]) + k["s_par"] * s[2, 2]
    a = k["d"] * (s[0, 0] - s[1, 1]) + k["f"] * s[0, 2]
    b = 2 * k["d"] * s[0, 1] - k["f"] * s[1, 2]
    return shift, a, b


k_g, k_u = couplings(B_g), couplings(B_u)
general = tensor(0.7, -0.4, 0.3, 0.5, -0.6, 0.8)
for basis, k in ((B_g, k_g), (B_u, k_u)):
    shift, a, b = strain_terms(k, general)
    expected = np.array([[shift + a, b], [b, shift - a]])
    assert np.allclose(strain_derivative(general, basis), expected, atol=1e-5)

# --- Splitting with the random symmetry-allowed microscopic spin-orbit term
spin_free = np.einsum("iaja->ij", invariant.reshape(6, 2, 6, 2)) / 2
soc_random = invariant - np.kron(spin_free, I2)
soc_random *= 1e-4 / np.linalg.norm(soc_random, 2)
lam_r = soc_strength_and_rest(doublet_block(soc_random, B_g))[0]
ev = np.linalg.eigvalsh(np.kron(H0, I2) + soc_random)
assert abs(ev[10:].mean() - ev[8:10].mean() - abs(lam_r)) < 1e-7
_, a_r, b_r = strain_terms(k_g, 1e-5 * general)
ev = np.linalg.eigvalsh(np.kron(hopping(1e-5 * general), I2) + soc_random)
split_r = np.sqrt(lam_r**2 + 4 * (a_r**2 + b_r**2))
# Tolerance: neglected second-order terms in strain and spin-orbit coupling.
assert abs(ev[10:].mean() - ev[8:10].mean() - split_r) < 5e-3 * split_r

# --- Worked example with chosen spin-orbit splittings
L_g = np.kron(B_g @ Y @ B_g.T, Z)
L_u = np.kron(B_u @ Y @ B_u.T, Z)
soc = lam_g / 2 * L_g + lam_u / 2 * L_u
strain = tensor(xx=2e-4, yy=-1e-4, xy=1e-4, xz=1e-4, yz=5e-5)
shift_g, a_g, b_g = strain_terms(k_g, strain)
shift_u, a_u, b_u = strain_terms(k_u, strain)
split_g = np.sqrt(lam_g**2 + 4 * (a_g**2 + b_g**2))
split_u = np.sqrt(lam_u**2 + 4 * (a_u**2 + b_u**2))
H_strained = np.kron(hopping(strain), I2) + soc
ev, vec = np.linalg.eigh(H_strained)
pairs = ev.reshape(6, 2)
assert np.max(pairs[:, 1] - pairs[:, 0]) < 1e-11      # Kramers degeneracy
lev = pairs.mean(axis=1)
diag_g, diag_u = lev[5] - lev[4], lev[3] - lev[2]
assert abs(diag_g - split_g) < 5e-3 * split_g
assert abs(diag_u - split_u) < 5e-3 * split_u
moment = np.trace(vec[:, 10:].conj().T @ L_g @ vec[:, 10:]).real / 2
assert abs(moment - lam_g / split_g) < 5e-3

# The hole goes from an e_g level (5 upper, 4 lower) to an e_u level (3, 2).
line_levels = {"A": (5, 2), "B": (4, 2), "C": (5, 3), "D": (4, 3)}
signs = {"A": (1, 1), "B": (-1, 1), "C": (1, -1), "D": (-1, -1)}
centre = gap + shift_g - shift_u
lines = {}
for name, (g, u) in line_levels.items():
    lines[name] = centre + (signs[name][0] * split_g + signs[name][1] * split_u) / 2
    assert abs(lev[g] - lev[u] - lines[name]) < 2e-5

# --- Polarisation of the four lines without strain
x_op, z_op = (np.kron(np.diag(sites[:, i]), I2) for i in (0, 2))
_, v0 = np.linalg.eigh(np.kron(H0, I2) + soc)
strength = {}
for name, (g, u) in line_levels.items():
    vg, vu = v0[:, 2 * g:2 * g + 2], v0[:, 2 * u:2 * u + 2]
    sx, sz = (np.linalg.norm(vu.conj().T @ op @ vg)**2 for op in (x_op, z_op))
    strength[name] = (sx, sz)
    expected = (0, 2 * height**2) if name in "BC" else (radius**2 / 2, 0)
    assert np.allclose((sx, sz), expected, atol=1e-10)

# --- Stark effect: general field on the strained centre is purely quadratic
field_dir = np.array([0.5, -0.3, 0.8])
potential = np.kron(np.diag(sites @ field_dir), I2)
move = {s: np.linalg.eigvalsh(H_strained + s * 0.01 * potential) - ev
        for s in (-1, 1, 2)}
largest = np.max(np.abs(move[1]))
assert np.max(np.abs(move[1] - move[-1])) < 1e-11
assert np.max(np.abs(move[2] - 4 * move[1])) < 0.02 * largest


def transition(base, field, offset=0.0):
    """Mean e_g minus mean e_u energy; offset separates the two triangles."""
    onsite = field * sites[:, 2] + offset / 2 * np.sign(sites[:, 2])
    w = np.linalg.eigvalsh(base + np.diag(onsite))
    return w[4:].mean() - w[2:4].mean()


field, offset = 0.01, 0.1
for F in (-0.2, 0.01, 0.3):
    for off in (0.0, offset):
        formula = np.sqrt(gap**2 + (off + 2 * height * F)**2)
        assert abs(transition(H0, F, off) - formula) < 1e-11
stark_1 = transition(H0, field) - transition(H0, 0)
stark_2 = transition(H0, 2 * field) - transition(H0, 0)
quadratic = 2 * (height * field)**2 / gap
assert abs(stark_1 - quadratic) < 1e-4 * quadratic
broken = (transition(H0, field, offset) - transition(H0, -field, offset)) / 2
linear = 2 * height * field * offset / np.sqrt(gap**2 + offset**2)
assert abs(broken - linear) < 1e-3 * linear
# Separate triangles: opposite parities are degenerate and split linearly.
separate = H0.copy()
separate[:3, 3:] = separate[3:, :3] = 0
assert abs(transition(separate, field) - 2 * height * field) < 1e-11
# A static bias field gives an apparent linear response.
small = 1e-4
bias_slope = (transition(H0, field + small) - transition(H0, field - small)) / (2 * small)
assert abs(bias_slope - 4 * height**2 * field / gap) < 1e-3 * bias_slope

print(f"triangle radius, height: {radius:.2f}, {height:.2f} nm")
print(f"hopping scale {hop_scale:.1f} eV at {hop_ref:.2f} nm, decay length {decay:.2f} nm")
print(f"t_s, t_n, t_a: {t_s:.4f}, {t_n:.4f}, {t_a:.4f} eV")
print(f"levels a1g, a2u: {E_a1g:.4f}, {E_a2u:.4f} eV")
print(f"levels e_u, e_g: {E_eu:.4f}, {E_eg:.4f} eV")
print(f"gap G: {gap:.4f} eV")
print(f"lambda_g, lambda_u: {lam_g*1e3:.1f}, {lam_u*1e3:.1f} meV")
print("strain xx, yy, zz, xy, xz, yz (1e-4): " + ", ".join(
    f"{strain[i]*1e4:.1f}" for i in ((0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2))))
for label, k in (("e_g", k_g), ("e_u", k_u)):
    print(f"{label} couplings d, f: {k['d']:.4f}, {k['f']:.4f} eV")
    print(f"{label} couplings s_perp, s_par: {k['s_perp']:.4f}, {k['s_par']:.4f} eV")
for label, a, b, sh, s, dg in (("e_g", a_g, b_g, shift_g, split_g, diag_g),
                               ("e_u", a_u, b_u, shift_u, split_u, diag_u)):
    print(f"{label} a, b, common shift: {a*1e3:.4f}, {b*1e3:.4f}, {sh*1e3:.4f} meV")
    print(f"{label} pure strain splitting: {2*np.hypot(a, b)*1e3:.4f} meV")
    print(f"{label} splitting, formula: {s*1e3:.4f} meV = {s*GHZ_PER_EV:.1f} GHz")
    print(f"{label} splitting, diagonalization: {dg*1e3:.4f} meV")
print(f"e_g orbital moment factor, lambda/splitting: {lam_g/split_g:.4f}")
print(f"e_g orbital moment factor, diagonalization: {moment:.4f}")
print(f"line centre under strain: {centre:.5f} eV")
for name in "ABCD":
    g, u = line_levels[name]
    print(f"line {name} minus centre, formula: {(lines[name]-centre)*1e3:.4f} meV")
    print(f"line {name} minus centre, diagonalization: {(lev[g]-lev[u]-centre)*1e3:.4f} meV")
for name in "ABCD":
    sx, sz = strength[name]
    print(f"line {name} unstrained strength x, z: {abs(sx):.5f}, {abs(sz):.5f} nm^2")
print(f"axial field: {field*1e3:.0f} MV/m")
print(f"dipole energy p*F: {height*field*1e3:.3f} meV")
print(f"Stark shift with inversion, F: {stark_1*1e6:.4f} ueV = {stark_1*GHZ_PER_EV:.4f} GHz")
print(f"Stark shift with inversion, 2F: {stark_2*1e6:.4f} ueV")
print(f"quadratic formula at F: {quadratic*1e6:.4f} ueV")
print(f"triangle offset that breaks inversion: {offset:.2f} eV")
print(f"odd-in-F shift without inversion: {broken*1e6:.3f} ueV = {broken*GHZ_PER_EV:.3f} GHz")
print(f"linear formula at F: {linear*1e6:.3f} ueV")
print(f"ratio of linear to quadratic shift: {broken/stark_1:.2f}")
print(f"slope at static bias F: {bias_slope*1e3:.4f} ueV per MV/m")
print("all assertions hold")
```

It prints:

```
triangle radius, height: 0.15, 0.13 nm
hopping scale 3.0 eV at 0.25 nm, decay length 0.05 nm
t_s, t_n, t_a: -2.4657, -1.1000, -0.1586 eV
levels a1g, a2u: -7.2899, -2.5728 eV
levels e_u, e_g: 1.5243, 3.4070 eV
gap G: 1.8827 eV
lambda_g, lambda_u: 2.0, 6.0 meV
strain xx, yy, zz, xy, xz, yz (1e-4): 2.0, -1.0, 0.0, 1.0, 1.0, 0.5
e_g couplings d, f: -5.4016, -5.0933 eV
e_g couplings s_perp, s_par: -6.8709, -4.4142 eV
e_u couplings d, f: -7.4103, 5.0933 eV
e_u couplings s_perp, s_par: -5.9411, 4.4142 eV
e_g a, b, common shift: -2.1298, -0.8257, -0.6871 meV
e_g pure strain splitting: 4.5685 meV
e_g splitting, formula: 4.9871 meV = 1205.9 GHz
e_g splitting, diagonalization: 4.9862 meV
e_u a, b, common shift: -1.7138, -1.7367, -0.5941 meV
e_u pure strain splitting: 4.8798 meV
e_u splitting, formula: 7.7339 meV = 1870.0 GHz
e_u splitting, diagonalization: 7.7330 meV
e_g orbital moment factor, lambda/splitting: 0.4010
e_g orbital moment factor, diagonalization: 0.4011
line centre under strain: 1.88257 eV
line A minus centre, formula: 6.3605 meV
line A minus centre, diagonalization: 6.3593 meV
line B minus centre, formula: 1.3734 meV
line B minus centre, diagonalization: 1.3732 meV
line C minus centre, formula: -1.3734 meV
line C minus centre, diagonalization: -1.3737 meV
line D minus centre, formula: -6.3605 meV
line D minus centre, diagonalization: -6.3599 meV
line A unstrained strength x, z: 0.01125, 0.00000 nm^2
line B unstrained strength x, z: 0.00000, 0.03380 nm^2
line C unstrained strength x, z: 0.00000, 0.03380 nm^2
line D unstrained strength x, z: 0.01125, 0.00000 nm^2
axial field: 10 MV/m
dipole energy p*F: 1.300 meV
Stark shift with inversion, F: 1.7953 ueV = 0.4341 GHz
Stark shift with inversion, 2F: 7.1813 ueV
quadratic formula at F: 1.7953 ueV
triangle offset that breaks inversion: 0.10 eV
odd-in-F shift without inversion: 137.907 ueV = 33.346 GHz
linear formula at F: 137.908 ueV
ratio of linear to quadratic shift: 76.81
slope at static bias F: 0.3591 ueV per MV/m
all assertions hold
```
